\section*{Why the field at the nucleus is not the ultrasoft force}

\section{An atom that pushes itself}

Suppose that the force on an atom in an ultrasoft calculation is computed as the nuclear charge times the classical electric field of the augmented electron density at the nucleus. An isolated atom whose density has a dipolar part, such as one in an $sp$ hybrid state, can then acquire a force; for a density with inversion symmetry the field at the nucleus vanishes by symmetry. In the example below the spurious force reaches $0.13$ hartree/bohr, although the energy of an isolated atom does not depend on where the atom sits. A relaxation driven by such forces would move the atom for ever.

The recipe looks safe because it is correct for the all-electron density of a stationary state. In the example below it fails because the augmentation functions are smoothed near the nucleus. The smoothing preserves one moment of their dipolar part, and the field at the nucleus depends on another.

Hartree atomic units are used. One electron moves about a bare nucleus of charge $Z$ at position $R$ on the $z$ axis. There is no core density, so that the recipe is given its best chance. Distances $r$ and angles $\theta$ are measured from the nucleus. A force means the force on the nucleus due to the electron. An electron at $(r,\theta)$ attracts the nucleus towards itself, with $z$ component $+Z\cos\theta/r^2$.

\section{The counter-example}

\subsection{The true density gives no force}

The normalized radial functions $u=r\times(\text{radial wave})$ of the $2s$ and $2p$ states are
\begin{equation}
u_s=\sqrt{\tfrac{Z^3}{2}}\;r\left(1-\tfrac{Zr}{2}\right)e^{-Zr/2},\qquad
u_p=\sqrt{\tfrac{Z^5}{24}}\;r^2e^{-Zr/2}.
\end{equation}
Both have energy $\varepsilon_0=-Z^2/8$, so the hybrid
\begin{equation}
\Psi=\frac{1}{\sqrt2}\left(\frac{u_s}{r}Y_{00}+\frac{u_p}{r}Y_{10}\right)
\end{equation}
is also stationary. This degeneracy is special to the one-electron atom. In an atom with several electrons the $2s$ and $2p$ levels generally differ, and a dipolar density typically arises when the surroundings polarize the atom, as in a bond. Since $Y_{10}=\sqrt3\cos\theta\,Y_{00}$ and the angular average of $\cos^2\theta$ is $1/3$, $\langle Y_{00}|\cos\theta|Y_{10}\rangle=1/\sqrt3$. The two equal cross terms cancel the factor $1/2$ from normalization, and the classical force is
\begin{align}
F_{\rm cl}&=\frac{Z}{\sqrt3}\int_0^\infty\frac{u_su_p}{r^2}\,dr
=\frac{Z}{\sqrt3}\frac{Z^4}{\sqrt{48}}\int_0^\infty\left(r-\frac{Zr^2}{2}\right)e^{-Zr}dr\nonumber\\
&=\frac{Z^5}{12}\left(\frac1{Z^2}-\frac Z2\,\frac{2}{Z^3}\right)=0 .
\label{eq:zero}
\end{align}
The force vanishes although the hybrid is strongly polar. The same integrals with weight $r$ instead of $r^{-2}$ give
\begin{equation}
\langle z\rangle=\frac{Z^4}{12}\left(\frac{24}{Z^5}-\frac Z2\,\frac{120}{Z^6}\right)=-\frac3Z .
\label{eq:dipole}
\end{equation}
The product $u_su_p$ is positive inside the node at $r=2/Z$ and negative outside it. The density inside the node pulls the nucleus towards $+z$, the density outside towards $-z$, and the pulls cancel. A small change of the inner density spoils this balance.

\subsection{What pseudization changes}

Let $\tilde u_s,\tilde u_p$ be smooth pseudo waves that equal $u_s,u_p$ beyond $r_c$. The missing $sp$ density is restored by an augmentation function with $L=1$ radial part $Q(r)$:
\begin{equation}
r^2Q(r)=g(r)=u_su_p-\tilde u_s\tilde u_p,\qquad
M_p=\int_0^{r_c}r^pQ\,r^2dr=\int_0^{r_c}r^pg\,dr .
\end{equation}
This $Q$ still has the sharp structure of the true waves. Inside a radius $r_{\rm in}<r_c$ it is therefore replaced by
\begin{equation}
\tilde g=a_3r^3+a_5r^5+a_7r^7+a_9r^9 .
\label{eq:soft}
\end{equation}
Three coefficients are fixed by the value and the first two derivatives of $g$ at $r_{\rm in}$. The fourth is fixed by $\int_0^{r_{\rm in}}r\tilde g\,dr=\int_0^{r_{\rm in}}rg\,dr$, which keeps $M_1$, the multipole moment seen from outside. Nothing fixes $M_{-2}$.

In the pseudo description of the hybrid, the smooth density contributes some integral $I$ to the classical force and $Q$ contributes $M_{-2}$, so $F_{\rm cl}=Z(I+M_{-2})/\sqrt3$. With the full $Q$ the sum is the all-electron integral, which is zero by \eqref{eq:zero}. Hence $I=-M_{-2}$, and with the pseudized function, marked by a tilde,
\begin{equation}
F_{\rm cl}^{\rm free}=\frac{Z}{\sqrt3}\left(\tilde M_{-2}-M_{-2}\right).
\label{eq:self}
\end{equation}

Take the round values $Z=2$, $r_c=2$ bohr and $r_{\rm in}=1.75$ bohr, and pseudo waves $\tilde u_l=r^{l+1}(c_0+c_2r^2+c_4r^4)$ inside $r_c$, matched to $u_l$ in value and first two derivatives at $r_c$. Their product contains odd powers of $r$ only. Then $M_1=0.0554$ bohr before and after pseudization, while $M_{-2}$ falls from $0.2016$ to $0.0880$ bohr$^{-2}$. Equation \eqref{eq:self} gives
\begin{equation}
F_{\rm cl}^{\rm free}=1.1547\,(0.0880-0.2016)=-0.131\ \text{hartree/bohr}.
\end{equation}
For $r_{\rm in}=1.00$, $1.25$ and $1.50$ bohr the result is $-0.040$, $-0.067$ and $-0.099$ hartree/bohr. A physical force cannot depend on the radius at which an auxiliary function is smoothed.

\subsection{Sign and small-radius limit}

Write $\Delta Q=\tilde Q-Q$. Keeping $M_1$ means $\int r^3\Delta Q\,dr=0$, so $\Delta Q$ must change sign. Suppose that it does so once, at $r_0$, being negative inside because smoothing has removed density near the nucleus. Subtracting a multiple of zero gives
\begin{equation}
\tilde M_{-2}-M_{-2}=\int\Delta Q\,dr=\int\left(1-\frac{r^3}{r_0^3}\right)\Delta Q\,dr<0,
\end{equation}
because the two factors have opposite signs on either side of $r_0$. Under this condition density moved outwards at fixed dipole moment lowers $M_{-2}$, which is the direction found in the numbers.

The error disappears as $r_{\rm in}\to0$. The replacement is linear in $g$ and leaves the powers $r^3,r^5,r^7,r^9$ unchanged. The first power it alters is $r^4$, which is present because
\begin{equation}
u_su_p\propto r^3\left(1-\tfrac{Zr}{2}\right)e^{-Zr}=r^3\left(1-\tfrac{3Z}{2}r+\dots\right).
\end{equation}
The term linear in $r$ comes from the nuclear singularity. A change of order $r_{\rm in}^4$ in $g$, divided by $r^2$ and integrated over a length $r_{\rm in}$, changes $M_{-2}$ by order $r_{\rm in}^3$. The radii used here are not in that limit: from $1.00$ to $1.75$ bohr the error grows by a factor $3.3$, whereas the cube of the radius grows by $5.4$.

\section{The correct statement}

\subsection{The ultrasoft equation}

The force is minus the derivative of the energy that the calculation actually makes stationary. For one electron in a fixed external potential $V_{\rm ext}$ the equation is
\begin{align}
H\psi&=\varepsilon S\psi,\qquad \langle\psi|S|\psi\rangle=1,\nonumber\\
H&=T+V_{\rm loc}+V_{\rm ext}+\sum_{ij}D_{ij}|\beta_i\rangle\langle\beta_j|,\qquad
S=1+\sum_{ij}q_{ij}|\beta_i\rangle\langle\beta_j| ,
\label{eq:us}\\
D_{ij}&=D^0_{ij}+\int V_{\rm ext}({\bf x})\,Q_{ij}({\bf x}-{\bf R})\,d^3x,\qquad q_{ij}=\int Q_{ij}\,d^3x .\nonumber
\end{align}
Here $V_{\rm loc}$ is a smooth potential that joins $-Z/r$ at $r_c$; in the example it is $v_0+v_2r^2+v_4r^4$ inside $r_c$, matched in value and first two derivatives. In the example there is one projector for $s$ and one for $p$. For each pseudo wave $\tilde\phi$ define
\begin{equation}
\chi=(\varepsilon_0-T-V_{\rm loc})\tilde\phi,\quad
B=\langle\tilde\phi|\chi\rangle,\quad \beta=\chi/B,\quad D^0=B+\varepsilon_0q .
\end{equation}
Then $\langle\beta|\tilde\phi\rangle=1$, and without $V_{\rm ext}$
\begin{equation}
H\tilde\phi=(\varepsilon_0\tilde\phi-\chi)+(B+\varepsilon_0q)\beta
=\varepsilon_0(\tilde\phi+q\beta)=\varepsilon_0S\tilde\phi,
\end{equation}
since $B\beta=\chi$. Both pseudo waves thus have the energy $\varepsilon_0$. The $L=1$ part of $Q_{sp}$ integrates to zero over angles and does not enter $S$. For the isolated atom it does not enter $H$ either. The hybrid therefore remains stationary, with an energy independent of $R$ and a force of zero, however $Q$ is smoothed.

\subsection{Proof of the force formula}

Let a prime denote $\partial/\partial R$, and follow one eigenstate that varies smoothly with $R$. Differentiating $\langle\psi|H-\varepsilon S|\psi\rangle=0$ gives
\begin{equation}
2\,{\rm Re}\langle\psi'|H-\varepsilon S|\psi\rangle
+\langle\psi|H'-\varepsilon S'|\psi\rangle-\varepsilon'\langle\psi|S|\psi\rangle=0 .
\end{equation}
The first term vanishes by the eigenvalue equation and the last bracket is one, so
\begin{equation}
F=-\varepsilon'=-\langle\psi|H'-\varepsilon S'|\psi\rangle .
\label{eq:hf}
\end{equation}
The term with $S'$ is present because the normalization condition moves with the atom.

Take $\psi$ real and put $b_i=\langle\beta_i|\psi\rangle$. A projector moves rigidly, so $\beta_i'=-\partial_z\beta_i$. At fixed $\psi$ this gives $b_i'=-h_i$ with $h_i=\langle\partial_z\beta_i|\psi\rangle$. The product rule and the symmetry of $D$ and $q$ turn \eqref{eq:hf} into
\begin{equation}
F=-\langle\psi|V_{\rm loc}'|\psi\rangle-\sum_{ij}b_ib_jD_{ij}'
+2\sum_{ij}(D_{ij}-\varepsilon q_{ij})h_ib_j .
\label{eq:three}
\end{equation}
These are a local, an augmentation and a projector term. Beyond $r_c$, where $V_{\rm loc}=-Z/r$, the local term is the classical pull of the electron on the nucleus. Inside $r_c$ the smooth potential and the projectors take the place of that pull, so the full field at the nucleus does not appear.

\subsection{Which moments the force needs}

The same force has a shorter form. Let the coordinates move with the atom, ${\bf x}={\bf R}+{\bf y}$. A translation leaves the spectrum unchanged, and in these coordinates $V_{\rm loc}$, $\beta_i$, $Q_{ij}$ and $S$ are fixed. Just $V_{\rm ext}({\bf R}+{\bf y})$ depends on $R$, both directly and through $D_{ij}$. Equation \eqref{eq:hf} becomes
\begin{equation}
F=-\int n({\bf y})\,\partial_zV_{\rm ext}({\bf R}+{\bf y})\,d^3y,\qquad
n=|\psi|^2+\sum_{ij}b_ib_jQ_{ij}.
\label{eq:frame}
\end{equation}
The augmented density does enter the force, but weighted with the gradient of the external potential.

If $V_{\rm ext}$ is symmetric about the $z$ axis and its sources lie outside the sphere, its $L=1$ part inside is proportional to $r\cos\theta$: this is the regular dipolar solution of Laplace's equation. Its coupling to $Q_{sp}$ is then proportional to
\begin{equation}
\int r\cos\theta\,Q_{sp}\,d^3y=\frac{M_1}{\sqrt3}.
\end{equation}
Pseudization keeps this number. The matrices in \eqref{eq:us} are unchanged at every $R$, and so are $\psi$, $\varepsilon$ and $F$. This holds when the $L=1$ part alone is pseudized, as here. Other multipoles need their own moments.

If the $L=1$ part of the potential is $v(r)\cos\theta$ with $v$ not proportional to $r$, the energy generally changes. To first order in $\Delta g=\tilde g-g$ the change is
\begin{equation}
\Delta\varepsilon=\frac{2b_sb_p}{\sqrt3}\int_0^{r_{\rm in}}v(r)\,\Delta g(r)\,dr .
\label{eq:first}
\end{equation}
Writing $v=v_1r+w$ shows that $v_1$ drops out and the remainder $w$ counts. The force is still given by \eqref{eq:three}, as the derivative of the slightly altered energy. The classical recipe weights $\Delta g$ with $r^{-2}$, which is not proportional to $r$, so keeping $M_1$ does not protect it.

\section{Why the recipe works for all-electron states}

For $H_{\rm AE}=p^2/2-Z/r+V_{\rm ext}$, the mean of a commutator with $H_{\rm AE}$ vanishes in a bound eigenstate. With $p_z$ this gives
\begin{equation}
0=\langle i[p_z,H_{\rm AE}]\rangle
=\left\langle\partial_z\left(-\frac Zr\right)+\partial_zV_{\rm ext}\right\rangle
=Z\left\langle\frac{\cos\theta}{r^2}\right\rangle+\langle\partial_zV_{\rm ext}\rangle .
\end{equation}
The change to moving coordinates gives $F=-\langle\partial_zV_{\rm ext}\rangle$ here too, hence
\begin{equation}
F=Z\left\langle\frac{\cos\theta}{r^2}\right\rangle .
\end{equation}
The proof needs an eigenstate of a Hamiltonian that contains $-Z/r$. The ultrasoft Hamiltonian contains $V_{\rm loc}$ and projectors instead, and the corresponding balance leads to \eqref{eq:three}. A density assembled afterwards from $\psi$ and $Q$ does not inherit the all-electron identity.

\section{The same atom under a real force}

Now place the atom in the trap $V_{\rm ext}=\frac12k|{\bf y}+d\hat{\bf z}|^2$, with $k=0.01$ hartree/bohr$^2$ and $d=3$ bohr. Moving the atom by $\delta R$ changes $d$ by the same amount. The nucleus's own interaction with the trap is left out. Expanding the square,
\begin{equation}
V_{\rm ext}=\tfrac12k(r^2+d^2)+kd\,r\cos\theta .
\end{equation}
The $L=1$ part is linear in $r$, as required. The trap is not source-free, but its other part has $L=0$, and the $L=0$ augmentation is left unpseudized. The state is the lower of the two $2s$--$2p$ hybrids.

From \eqref{eq:frame}, with total charge one,
\begin{equation}
F=-k\left(d+\langle z\rangle_n\right).
\label{eq:trap}
\end{equation}
If the hybrid keeps equal weights and its isolated shape, \eqref{eq:dipole} gives $\langle z\rangle=-1.5$ bohr and $F\approx-0.01(3-1.5)=-0.015$ hartree/bohr. The full all-electron solution gives $-0.01399$, both as an energy derivative and as the field at the nucleus. The ultrasoft solution gives $-0.01401$, which differs from the all-electron force by $0.15\%$ of the latter. Inverting \eqref{eq:trap}, $\langle z\rangle_n=1.40-3.00=-1.60$ bohr: the trap draws the electron further towards its centre.

The three terms of \eqref{eq:three} are
\begin{equation}
-0.18795-0.00160+0.17554=-0.01401\ \text{hartree/bohr},
\end{equation}
in the order local, augmentation, projector. The sum was tested against a finite difference of the ultrasoft eigenvalue. The local and projector terms nearly cancel, so neither alone is even a rough estimate of the force.

The classical recipe gives the following values, in hartree/bohr, with $r_{\rm in}$ in bohr:
\begin{center}
\begin{tabular}{ccc}
$r_{\rm in}$ & energy derivative & field at nucleus\\
$1.00$ & $-0.0140$ & $-0.055$\\
$1.25$ & $-0.0140$ & $-0.084$\\
$1.50$ & $-0.0140$ & $-0.117$\\
$1.75$ & $-0.0140$ & $-0.150$
\end{tabular}
\end{center}
At the largest radius the recipe is too large by a factor of $10.7$: it gives $-7.7$ eV/\AA{} instead of $-0.72$ eV/\AA.

The excess follows from the moments. Because $M_1$ is kept, $\psi$ is the same in every row, and the field differs from its full-$Q$ value by
\begin{equation}
\Delta F_{\rm cl}=\frac{Z}{\sqrt3}\,2b_sb_p\left(\tilde M_{-2}-M_{-2}\right).
\end{equation}
For $r_{\rm in}=1.75$ bohr the left side is $-0.1503+0.0140=-0.1363$. The isolated atom, where $2b_sb_p=1$, has $-0.1312$. The ratio is $2b_sb_p=1.04$, and the row for $1.00$ bohr gives the same ratio. In this trap the error is thus close to the self-force of the free atom. The factor $10.7$ depends on the chosen $k$, $d$ and $r_{\rm in}$ and has no general meaning.

A control shows that the $r^1$ moment is the one that matters for the force. If the moment condition and the $r^9$ term are dropped from \eqref{eq:soft} at $r_{\rm in}=1.75$ bohr, $M_1$ falls from $0.0554$ to $0.0085$ bohr and the energy derivative itself moves to $-0.01376$. At fixed $\psi$, \eqref{eq:trap} predicts a shift of
\begin{equation}
-k\,\frac{2b_sb_p}{\sqrt3}\,\Delta M_1=0.01\times\frac{1.04}{1.732}\times0.0469=2.8\times10^{-4}
\end{equation}
hartree/bohr. The computed shift is $2.5\times10^{-4}$. The rest comes from the change of $\psi$, which the estimate leaves out.

\section{Would the full augmentation function save the recipe?}

With unpseudized $Q$ the field in the trap is $-0.01402$ hartree/bohr, close to both energy derivatives. For the isolated hybrid the agreement follows from \eqref{eq:zero}, because the reference waves are then the true ones. In the trap no such identity has been shown, since the partial waves were constructed without the trap. Relative to the all-electron solution, the contribution from inside $r_c$ is off by $-1.5\times10^{-4}$ and that from outside by $+1.2\times10^{-4}$ hartree/bohr. These errors largely cancel. The close agreement is a result for this state and this trap, not a general bound.

One could add a coefficient to \eqref{eq:soft} and keep $M_{-2}$ as well. The field would then return to its full-$Q$ value, because $Q$ enters it through $M_{-2}$ alone. In general it would still not be the derivative of the computed energy, and a relaxation needs that derivative.

\section{Many electrons}

In a Kohn--Sham calculation, with fixed occupations $f_n$, let $\rho_{ij}=\sum_nf_n\langle\psi_n|\beta_i\rangle\langle\beta_j|\psi_n\rangle$ and let $n$ be the augmented density. Without a partial core correction the energy is
\begin{equation}
E=\sum_nf_n\langle\psi_n|T|\psi_n\rangle+\sum_{ij}D^0_{ij}\rho_{ij}
+\int V_{\rm loc}n\,d^3x+E_{\rm Hxc}[n]+E_{\rm ion}.
\end{equation}
Here $V_{\rm loc}$ acts on the whole of $n$, so $D^0$ is defined without the constant $\int V_{\rm loc}Q_{ij}$ of the same atom. Let $V_{\rm eff}=V_{\rm loc}+\delta E_{\rm Hxc}/\delta n$ and $D_{ij}=D^0_{ij}+\int V_{\rm eff}Q_{ij}$. At self-consistency, the response of the orbitals contributes
\begin{equation}
\sum_nf_n2\,{\rm Re}\langle\psi_n'|H|\psi_n\rangle
=\sum_nf_n\varepsilon_n2\,{\rm Re}\langle\psi_n'|S|\psi_n\rangle
=-\sum_nf_n\varepsilon_n\langle\psi_n|S'|\psi_n\rangle ,
\end{equation}
where the last step differentiates $\langle\psi_n|S|\psi_n\rangle=1$. At fixed orbitals the density changes by $\sum_{ij}(\rho_{ij}'Q_{ij}+\rho_{ij}Q_{ij}')$. Collecting terms,
\begin{align}
F=&-\int nV_{\rm loc}'\,d^3x-\sum_{ij}\rho_{ij}\int V_{\rm eff}Q_{ij}'\,d^3x
-\sum_{ij}D_{ij}\rho_{ij}'\nonumber\\
&+\sum_nf_n\varepsilon_n\langle\psi_n|S'|\psi_n\rangle-E_{\rm ion}' .
\end{align}
The primes on $\rho_{ij}$ act on the projectors at fixed orbitals. Each $Q_{ij}$ must be the pseudized function used in the energy.

Two conditions of the example are lost here. The electrons' own potential is not source-free inside the sphere, so pseudizing $Q$ shifts the energy, to first order as in \eqref{eq:first}; the formula differentiates the shifted energy consistently. And if a frozen core moves rigidly with the nucleus, $E$ depends on $R$ through both. The force on the ion then includes the forces on the core electrons, and the field at the nucleus accounts for one part of it, even with an unpseudized density.

\section*{Calculated quantities}
\begin{verbatim}
nuclear charge Z = 2.0 e
trap constant k = 0.010 hartree/bohr^2
trap offset d = 3.00 bohr
sphere radius r_c = 2.00 bohr
reference energy of 2s and 2p = -0.5000 hartree
augmentation charge q_s = 0.01967, q_p = 0.05596 (electrons)
energy, all-electron = -0.459273 hartree
energy, ultrasoft    = -0.459235 hartree
forces and fields below in hartree/bohr
all-electron -dE/dR, finite difference = -0.0139923
all-electron field at nucleus          = -0.0139923
  part from inside r_c  = 0.093353
  part from outside r_c = -0.107345
ultrasoft -dE/dR, finite difference    = -0.0140133
ultrasoft three-term formula           = -0.0140133
  local term        = -0.187953
  augmentation term = -0.001598
  projector term    = 0.175538
field at nucleus, full Q = -0.014019
  part from inside r_c  = 0.093201
  part from outside r_c = -0.107221
full Q: M_1 = 0.055406 bohr, M_-2 = 0.201621 bohr^-2
free atom, full Q: field = 7.7e-15 (magnitude)
Q pseudized inside r_in = 1.00 bohr:
  M_1 = 0.055406 bohr, M_-2 = 0.167366 bohr^-2
  force = -0.0140133, field at nucleus = -0.055096
  free atom: field at nucleus = -0.039555
Q pseudized inside r_in = 1.25 bohr:
  M_1 = 0.055406 bohr, M_-2 = 0.143430 bohr^-2
  force = -0.0140133, field at nucleus = -0.083797
  free atom: field at nucleus = -0.067194
Q pseudized inside r_in = 1.50 bohr:
  M_1 = 0.055406 bohr, M_-2 = 0.115980 bohr^-2
  force = -0.0140133, field at nucleus = -0.116712
  free atom: field at nucleus = -0.098889
Q pseudized inside r_in = 1.75 bohr:
  M_1 = 0.055406 bohr, M_-2 = 0.087962 bohr^-2
  force = -0.0140133, field at nucleus = -0.150309
  free atom: field at nucleus = -0.131242
control without moment, r_in = 1.75 bohr:
  M_1 = 0.008493 bohr, force = -0.0137610
ratio field/force at r_in = 1.75 bohr: 10.73
ultrasoft force = -0.7206 eV/angstrom
field at nucleus, r_in = 1.75 bohr: -7.7292 eV/angstrom
\end{verbatim}
